# Coble creep and the inverse cube of grain size: two derivations

## A factor of eight

Take a capped metal film made of hexagonal columnar grains, held at 500 K under a tensile stress of 10 MPa, whose atoms move only along grain boundaries. With the model parameters given below, grains 1.0 µm across creep at $4.50\times10^{-5}\ \mathrm{s^{-1}}$. Grains 0.5 µm across creep at $3.60\times10^{-4}\ \mathrm{s^{-1}}$, eight times faster. Halving the grain size only doubles the boundary area per unit volume, so a further factor of four needs an explanation.

The law behind these numbers is

$$\dot\varepsilon=C\,\frac{\Omega\,\delta D}{kT}\,\frac{\sigma}{d^{3}} .\tag{1}$$

Here $d$ is the grain size, $\delta$ the boundary width, $D$ the boundary diffusivity, $\Omega$ the atomic volume, and $\sigma$ the difference between the stress along the loading direction and that across it. The number $C$ depends on grain shape, packing and type of loading, but not on size. Two derivations follow. The first solves for the traction on the boundaries; the second uses the power that diffusion dissipates.

## The common physical model

Tension is positive. Let $\sigma_n$ be the normal traction on a boundary. An atom inserted there pushes the two grains apart and adds a volume $\Omega$. The traction does work $\Omega\sigma_n$ in this opening, so the chemical potential is

$$\mu=\mu_0-\Omega\sigma_n .$$

Elastic energy, which is of second order in stress, is neglected. With $1/\Omega$ atoms per unit volume in the boundary, linear transport gives the atomic flux density $-(D/\Omega kT)\nabla\mu$. Multiplying by $\Omega$ converts atoms to volume, and multiplying by $\delta$ sums over the boundary width. The volume flux per unit length of boundary trace is therefore

$$Q=-\frac{\delta D}{kT}\nabla\mu=M\nabla\sigma_n,\qquad M=\frac{\Omega\delta D}{kT}.\tag{2}$$

Atoms flow towards higher tension. Where they collect, the boundary opens at a rate

$$v=-\nabla\!\cdot Q=-M\nabla^2\sigma_n .\tag{3}$$

The further assumptions are these:

- The grains are rigid and the state is steady.
- Boundaries create and absorb vacancies freely.
- Boundaries slide without resistance, so they carry no shear traction.
- Where boundaries meet, $\sigma_n$ is continuous, since $\mu$ is, and the fluxes leaving them sum to zero.
- No free surface supplies atoms, and diffusion through the grains is negligible.

In an array with one grain per repeating cell, neighbouring grains do not rotate relative to each other. If their centres are separated by $d\,\mathbf n$, with $\mathbf n$ the boundary normal, their relative velocity is $d\,\mathbf E\cdot\mathbf n$, where $\mathbf E$ is the macroscopic strain-rate tensor. The opening rate is the normal component,

$$v=d\,\mathbf n\cdot\mathbf E\cdot\mathbf n, \tag{4}$$

and it is uniform over each flat boundary.

## First derivation: the traction field

### Why the exponent is three

Compare grain structures of the same shape but different size. Write positions as $x=dX$, opening rates as $v=\dot\varepsilon d\,\hat V$, and tractions as

$$\sigma_n=\frac{\dot\varepsilon d^3}{M}\,S(X).$$

The Laplacian brings a factor $1/d^2$, so equation (3) becomes

$$\dot\varepsilon d\,\hat V=-M\,\frac{1}{d^2}\,\frac{\dot\varepsilon d^3}{M}\nabla_X^2S
\quad\Longrightarrow\quad \hat V=-\nabla_X^2S .$$

Neither $d$ nor $M$ remains. The junction conditions and the force balance on each grain are also free of them. A constant added to $S$ drives no flux and adds the same stress in every direction, so it cancels from the stress difference $\sigma$. This difference is fixed by averages of $\sigma_n$ over the boundaries, so it equals $\dot\varepsilon d^3/M$ times a pure number. Calling that number $1/C$ gives equation (1).

The three powers can now be identified. A given traction difference over a distance $d$ drives a flux proportional to $1/d$. Spreading this flux over a boundary of length $d$ gives an opening rate proportional to $1/d^2$. Dividing by the grain size to obtain a strain rate gives $1/d^3$.

### The factor for hexagonal columns

Let $d$ be the distance between opposite sides of a regular hexagon, so each side has length $a=d/\sqrt3$. The columns are capped, with no strain along their axes. Load the array along $x$, normal to one family of boundaries. The other two families have normals at 60° and 120° to $x$.

Flux balance at a triple junction requires the three opening rates to sum to zero. By equation (4) this sum is $\tfrac32 d\,(E_{xx}+E_{yy})$, so area is conserved. Mirror symmetry excludes shear, hence $E_{xx}=\dot\varepsilon$ and $E_{yy}=-\dot\varepsilon$. For a normal at angle $\theta$,

$$v=d\dot\varepsilon(\cos^2\theta-\sin^2\theta)=d\dot\varepsilon\cos2\theta,$$

$$v_0=d\dot\varepsilon,\qquad v_1=v_2=-\tfrac12d\dot\varepsilon .\tag{5}$$

Let $s$ run along one side from its midpoint. A half-turn about the midpoint leaves the structure and the load unchanged, so $\sigma_n$ is even in $s$. Integrating $\sigma_n''=-v/M$ twice, with the value $\sigma_J$ at the junctions $s=\pm a/2$, gives

$$\sigma_n(s)=\sigma_J+\frac{v}{2M}\left(\frac{a^2}{4}-s^2\right).\tag{6}$$

The mean of $s^2$ over the side is $a^2/12$. The mean traction is therefore

$$N=\sigma_J+\frac{v}{2M}\left(\frac{a^2}{4}-\frac{a^2}{12}\right)=\sigma_J+\frac{va^2}{12M}.\tag{7}$$

Next, relate these means to the applied stresses by cutting the solid along its boundaries. A zigzag cut running along $y$ alternates between sides parallel to $y$ and inclined sides. One side of each kind spans a height $a+a/2=3a/2$. The $x$ component of the inclined normal is $1/2$, so force balance along $x$ reads

$$\frac{3a}{2}\Sigma_{xx}=aN_0+\frac a2N_1 .$$

A zigzag cut running along $x$ contains only inclined sides. Each spans a width $\sqrt3a/2$ and carries a force $\sqrt3aN_1/2$ along $y$, so $\Sigma_{yy}=N_1$. Substituting this in the first balance gives

$$N_0=\frac{3\Sigma_{xx}-\Sigma_{yy}}{2},\qquad
N_0-N_1=\frac32(\Sigma_{xx}-\Sigma_{yy}).$$

Equations (5) and (7) give the same difference from diffusion:

$$N_0-N_1=\frac{(v_0-v_1)a^2}{12M}=\frac32\,\frac{d\dot\varepsilon a^2}{12M}.$$

The factors $3/2$ cancel. With $\sigma=\Sigma_{xx}-\Sigma_{yy}$ and $a^2=d^2/3$,

$$\sigma=\frac{\dot\varepsilon d^3}{36M},\qquad
\boxed{\dot\varepsilon=36\,\frac{\Omega\delta D}{kT}\frac{\sigma}{d^3}} .\tag{8}$$

Adding an equal stress in both directions changes $\sigma_J$ but not $\dot\varepsilon$. In this closed model an equal biaxial tension cannot relax by creep, because no boundary can open unless another closes. This bears on a confined interconnect line, whose tension may act in all directions, but with two limits. A real line can also relax through voids and interfaces, which the model excludes. And the independence of $\dot\varepsilon$ from an added equal tension $p$ belongs to the linear law: with the exponential flux considered in the last section, the rate is multiplied by $e^{\Omega p/kT}$, about 2.4 for $p=300$ MPa with the parameters used below.

The field also shows where the tension concentrates. Under uniaxial load, $\Sigma_{yy}=0$ and $N_0=3\sigma/2$. The diffusion term in equation (7) for the loaded side equals $\sigma$ by equation (8), so $\sigma_J=\sigma/2$. At a midpoint the term in equation (6) is $va^2/(8M)$, which is $3/2$ times the term in the mean. The traction there is $\sigma/2+3\sigma/2=2\sigma$ on a loaded side and $\sigma/2-3\sigma/4=-\sigma/4$ on an inclined one. A tensile load thus produces local compression.

## Second derivation: dissipated power

### Power balance and the exponent

Each rigid grain is in equilibrium, so the tractions acting on it do no net work in its rigid motion. Summing over all grains, the power of the external load must equal the power spent at the boundaries, where traction multiplies relative velocity. Free sliding costs nothing, which leaves, for a cell of volume $V$,

$$V\,\boldsymbol\Sigma:\mathbf E=\sum_f\int_f\sigma_n v\,dA .$$

The sum runs over the distinct boundaries of the cell. Insert $v=-\nabla\!\cdot Q$ and integrate by parts. The edge terms contain $\sigma_n$ times the sum of fluxes leaving the boundaries at a junction, and this sum is zero. With $\nabla\sigma_n=Q/M$,

$$V\,\boldsymbol\Sigma:\mathbf E=\sum_f\int_f Q\cdot\nabla\sigma_n\,dA=\frac1M\sum_f\int_f Q^2dA\equiv R[Q].\tag{9}$$

The exponent follows by counting. Opening rates scale as $\dot\varepsilon d$. The flux that supplies them over a distance $d$ scales as $\dot\varepsilon d^2$. Its square times a boundary area scales as $\dot\varepsilon^2d^6$, while the load supplies $\sigma\dot\varepsilon$ times a volume proportional to $d^3$. Hence $\sigma\propto\dot\varepsilon d^3/M$, which is equation (1) again.

### The true flux dissipates least

Prescribe the opening rates, and let $Q+q$ be another flux that supplies them and balances at the junctions. Then $\nabla\!\cdot q=0$, and the cross term in $R[Q+q]$ is

$$\frac2M\sum_f\int_f Q\cdot q\,dA=2\sum_f\int_f\nabla\sigma_n\cdot q\,dA=0,$$

after the same integration by parts. Therefore

$$R[Q+q]=R[Q]+R[q]\ge R[Q].\tag{10}$$

On a hexagon side, continuity allows $Q=-vs+c$ with a constant $c$. Its squared integral is

$$\int_{-a/2}^{a/2}(-vs+c)^2ds=\frac{v^2a^3}{12}+c^2a .$$

The minimum has $c=0$ on every side. This choice is admissible, since the opening rates sum to zero at each junction. A cell contains one side of each family and has area $\sqrt3d^2/2$. From equation (5), $\sum v^2=d^2\dot\varepsilon^2(1+\tfrac14+\tfrac14)=\tfrac32d^2\dot\varepsilon^2$. Per unit column length, equation (9) becomes

$$\frac{\sqrt3}{2}d^2\,\sigma\dot\varepsilon=\frac{a^3}{12M}\,\frac32\,d^2\dot\varepsilon^2 .$$

Solving for $\sigma$ and inserting $a^3=d^3/(3\sqrt3)$,

$$\sigma=\frac{\dot\varepsilon a^3}{4\sqrt3M}=\frac{\dot\varepsilon d^3}{36M}.$$

This is equation (8), obtained without finding any traction.

### Cubes: bounds where the field is not elementary

Let cubes of edge $d$ be stacked face to face and loaded along $z$. Symmetry and volume conservation give opening rates $v=\dot\varepsilon d$ on the loaded faces and $-v/2$ on both kinds of side face. The power supplied to a cell is $d^3\sigma\dot\varepsilon$. Measure coordinates from the cube centre.

For an upper estimate of the dissipation, choose the flux $(-vx/2,-vy/2)$ on the loaded face. On the side faces choose $vz/2$ along $z$ and zero across it. Their divergences are $-v$ and $v/2$, as required. At a shared edge, $vd/4$ leaves the side face and enters the loaded face, so the junction balances. Since $\int x^2dA=d^4/12$ over a face,

$$R\le\frac{v^2}{4M}\left(\frac{2d^4}{12}+2\,\frac{d^4}{12}\right)=\frac{v^2d^4}{12M}.$$

Thus $d^3\sigma\dot\varepsilon\le\dot\varepsilon^2d^6/(12M)$, and $C\ge12$.

For a lower estimate, take any continuous trial traction $\phi$. Integration by parts gives $\sum\int v_f\phi\,dA=\sum\int Q\cdot\nabla\phi\,dA$, where $v_f$ is the opening rate of face $f$. Completing the square,

$$2\sum_f\int_f v_f\phi\,dA-M\sum_f\int_f|\nabla\phi|^2dA
=R-M\sum_f\int_f\left|\nabla\phi-\frac QM\right|^2dA\le R .$$

Choose $\phi=(v/M)[z^2/4-(x^2+y^2)/8]$, restricted to the faces. On the loaded face, $z=d/2$, and

$$\int\phi\,dA=\frac{vd^4}{M}\left(\frac1{16}-\frac1{48}\right)=\frac{vd^4}{24M}.$$

On a side face, for example $x=d/2$,

$$\int\phi\,dA=\frac{vd^4}{M}\left(\frac1{48}-\frac1{32}-\frac1{96}\right)=-\frac{vd^4}{48M}.$$

Weighted by the opening rates, these sum to $(v^2d^4/M)(1/24+1/48)=v^2d^4/(16M)$. The gradient term is

$$\frac{v^2d^4}{M}\left[\frac1{96}+2\left(\frac1{192}+\frac1{48}\right)\right]=\frac{v^2d^4}{16M}.$$

Twice the first minus the second gives $R\ge v^2d^4/(16M)$, so

$$12\le C_{\rm cube}\le16 .$$

A finite-element solution gives $C_{\rm cube}\approx12.58$, about 5% above the lower bound. With the mesh spacing held fixed while the cubes grow, the computed exponent is $-3.001$. The small excess comes from the mesh: the computed $C$ falls from 12.61 for the smallest cube to 12.59 for the largest, which is finer relative to its mesh.

## Reading the numbers

The parameters are round model values: $\Omega=0.020\ \mathrm{nm^3}$, $\delta=0.5$ nm, and $D=D_0e^{-q/kT}$ with $D_0=10^{-5}\ \mathrm{m^2/s}$ and $q=0.8$ eV. At 500 K, $kT=6.903\times10^{-21}$ J and $D=8.637\times10^{-14}\ \mathrm{m^2/s}$. Then

$$M=\frac{(2.0\times10^{-29})(5\times10^{-10})(8.637\times10^{-14})}{6.903\times10^{-21}}
=1.251\times10^{-31}\ \mathrm{m^3/(Pa\,s)} .$$

For $d=1.0$ µm and $\sigma=10$ MPa,

$$\dot\varepsilon_{\rm hex}=36\,\frac{(1.251\times10^{-31})(10^7)}{10^{-18}}
=4.50\times10^{-5}\ \mathrm{s^{-1}} .$$

Replacing 36 by 12.58 gives $1.57\times10^{-5}\ \mathrm{s^{-1}}$ for cubes. The two factors refer to different loadings: the hexagonal columns keep their length along the axis, while the cubes contract along both side directions. This does not explain the gap. For square columns loaded like the hexagons, $v_0=-v_1=d\dot\varepsilon$ and equation (7) with side $d$ gives $\sigma=N_0-N_1=\dot\varepsilon d^3/(6M)$, so $C=6$. The like-for-like comparison is 36 against 6, an effect of shape and packing. The choice of length matters too. In both cases $d$ is the distance between opposite faces. Written with the side $a$ instead, the hexagon factor is $36/(3\sqrt3)=6.93$. A value of $C$ needs a stated definition of grain size.

At 2.0 µm the hexagon rate is $5.63\times10^{-6}\ \mathrm{s^{-1}}$, again a factor of eight lower. The largest traction is $2\sigma$, for which $\Omega\sigma_n/kT=0.058$. This is small enough for the linear law to be a reasonable approximation. The numerical output follows the text.

## A film fed from its surface

An uncapped film can break the cube law. Consider parallel boundaries at spacing $d$ in a film of thickness $h$, with tension $\sigma$ across them. Atoms enter from a flat top surface at zero traction, kept supplied by fast surface diffusion, and the base is blocked. The grains are taken to slide freely on the base; a film bonded to a rigid substrate cannot creep steadily in this way. Surface energy is neglected, and $\sigma$ is the mean traction on the boundary. For a surface energy $\gamma\approx1\ \mathrm{J/m^2}$ and $h=0.2$ µm, the capillary stress $\gamma/h\approx5$ MPa is comparable with the 10 MPa used here, so in a real film of this thickness the applied force per area exceeds $\sigma$ by about that amount. With $z$ measured from the base, $\sigma_n'(0)=0$ and $\sigma_n(h)=0$. Equation (3) gives

$$\sigma_n=\frac{v}{2M}(h^2-z^2),\qquad
\sigma=\frac1h\int_0^h\sigma_n\,dz=\frac{vh^2}{3M}.$$

Since $\dot\varepsilon=v/d$,

$$\dot\varepsilon_{\rm film}=\frac{3M\sigma}{h^2d}.\tag{11}$$

The diffusion distance is now $h$, and one power of $d$ remains. For $h=0.2$ µm the rate is $1.88\times10^{-4}\ \mathrm{s^{-1}}$ at $d=0.5$ µm, below the hexagon value. At 1.0 µm it is $9.38\times10^{-5}\ \mathrm{s^{-1}}$, about twice the hexagon value. Equating (8) and (11) puts the crossing at $d=\sqrt{12}\,h\approx0.69$ µm. These are separate models with different geometries: their rates are not meant to be added, and the crossing is not a property of one film. Uncapped hexagonal columns have both paths open and creep faster than either law. For $d\gg h$ each side obeys $N=vh^2/(3M)$, and uniaxial load ($N_0=3\sigma/2$, $N_1=0$) gives $\dot\varepsilon=9M\sigma/(2h^2d)$, which is $3/2$ times equation (11). If $h$ is kept proportional to $d$, equation (11) returns to $d^{-3}$.

## What each derivation assumes

Both derivations use the same transport law, rigid grains, free sliding and continuity at junctions. They differ in what they need beyond that, and in what survives when an assumption is dropped.

**Linear response.** The first derivation's scaling does not need it. Suppose the vacancy concentration follows the traction, so that $Q=M e^{\Omega\sigma_n/kT}\nabla\sigma_n$. At fixed tractions, changing lengths by $d$ still gives $v\propto M/d^2$ and $\dot\varepsilon\propto M/d^3$. The grain-size exponent survives, while proportionality to $\sigma$ is lost. The second derivation, as given, rests on a quadratic dissipation and so on the linear law.

**Knowledge of the field.** The first derivation needs the solution of equation (3) to obtain $C$, and in return it gives the local tractions. The second needs only an admissible flux for a lower bound on $C$, and a continuous trial traction for an upper bound.

**Free sliding.** The second derivation accommodates resistance easily. In the hexagonal array, the inclined boundaries slide at a speed $d\dot\varepsilon|\sin2\theta|=\sqrt3d\dot\varepsilon/2$. Let the shear traction be $\eta$ times this speed. Two sides then dissipate $2a\eta\,(3/4)d^2\dot\varepsilon^2$, and division by $\sqrt3d^2\dot\varepsilon/2$ gives an extra stress $\sqrt3\eta a\dot\varepsilon=\eta d\dot\varepsilon$. Thus

$$\sigma=\dot\varepsilon\left(\frac{d^3}{36M}+\eta d\right).$$

The cube law holds for $d^2\gg36M\eta$. For smaller grains, sliding controls the rate and $\dot\varepsilon\propto1/d$. The stacked cubes have no such term, because their neighbours separate without sliding.

Other limits affect both routes. If boundaries emit and absorb atoms slowly, with $v$ proportional to the excess of $\sigma_n$ over its mean on all the boundaries, and with a coefficient independent of $d$, then $\dot\varepsilon=v/d$ again scales as $1/d$. Diffusion through the grains, with lattice diffusivity $D_L$, gives $v\sim(\Omega D_L/kT)\sigma/d$ and a strain rate proportional to $1/d^2$. It takes over for large grains, when $D_Ld$ becomes comparable with $\delta D$.

Finally, the steady state takes time to form. With Young's modulus $Y$, elastic displacements proportional to $\sigma d/Y$ must be accommodated at opening rates proportional to $M\sigma/d^2$, which takes a time proportional to $d^3/(MY)$. In a line held at fixed total strain, creep at the rate $CM\sigma/d^3$ replaces an elastic strain of order $\sigma/Y$, so the stress difference $\sigma$ relaxes over a time of order $d^3/(CMY)$. For the hexagonal columns $C=36$, but the time to form the steady state carries a factor of similar size. A sinusoidal traction of wavenumber $k$ on a boundary between two elastic half-spaces decays at the rate $MYk^3/[4(1-\nu^2)]$, with $\nu$ Poisson's ratio, which is about $45MY/d^3$ for $k=\pi/a$ and $\nu=1/3$. The two times are therefore comparable. Equation (1) then gives the scale of the relaxation and its dependence on grain size, but not its detailed course.

## Numbers as computed

```
Hexagon factor C, derived: 36
Hexagon factor C, finite elements: 36.0002
Hexagon traction / applied stress, junction: 0.500
Hexagon traction / applied stress, loaded centre: 2.000
Hexagon traction / applied stress, inclined centre: -0.250
Cube factor C, lower bound: 12
Cube factor C, upper bound: 16
Cube factor C, 12 elements per half edge: 12.6105
Cube factor C, 24 elements per half edge: 12.5906
Cube factor C, 48 elements per half edge: 12.5856
Cube factor C, extrapolated: 12.584
Cube grain-size exponent, finite elements: -3.0014
Surface-fed film factor, derived: 3
Surface-fed film factor, numerical: 3.00000
Temperature: 500 K
Applied stress: 10 MPa
Atomic volume: 0.020 nm^3
Boundary width: 0.5 nm
Diffusion prefactor: 1.0e-05 m^2/s
Activation energy: 0.8 eV
Film thickness: 0.2 um
Thermal energy kT: 6.9032e-21 J
Boundary diffusivity D: 8.6368e-14 m^2/s
Mobility M: 1.2511e-31 m^3/(Pa s)
Largest Omega*traction/kT, hexagons: 0.0579
d = 0.5 um, hexagon creep rate: 3.603e-04 1/s
d = 0.5 um, cube creep rate: 1.260e-04 1/s
d = 0.5 um, surface-fed film rate: 1.877e-04 1/s
d = 1.0 um, hexagon creep rate: 4.504e-05 1/s
d = 1.0 um, cube creep rate: 1.574e-05 1/s
d = 1.0 um, surface-fed film rate: 9.383e-05 1/s
d = 2.0 um, hexagon creep rate: 5.630e-06 1/s
d = 2.0 um, cube creep rate: 1.968e-06 1/s
d = 2.0 um, surface-fed film rate: 4.692e-05 1/s
```
